# Why a film's breakdown field depends on how it is measured

## Question

A colleague and I measured the breakdown field of the same high-k film, on capacitors from the same wafer. In both cases the voltage was ramped up linearly until the current jumped, and the field is the voltage divided by the film thickness. I used small capacitors and a fast ramp, and I quote the median. He used large capacitors and a slow ramp, and he quotes the field at which 1 % had failed. His value is far below mine, by many times the scatter that either of us sees.

I thought the breakdown field was a property of the material, like its permittivity. With so little scatter in each data set, doesn't one of us have to be wrong? And if nobody is wrong, what is the material property?

## Answer

Both values can be right. A ramp test returns a quantile of a distribution, and that distribution depends on the electrode area and the ramp rate as well as on the film. A simple model shows how large the effect is, and why small scatter is no argument against it.

### From defects to a survival law

Divide the electrode area $A$ into $N=A/a$ columns of cross-section $a$, each running through the film. A column contains $m$ sites that can turn defective, and it conducts once all $m$ have done so. The first conducting column breaks the device. I assume that

- all sites are identical and independent;
- an intact site turns defective at a rate $k(F)>0$ set by the present field $F$, with no memory and no recovery;
- the film has no weak spots at the start, and conducting paths do not run sideways between columns.

Let $P(t)$ be the probability that a site is still intact. Then $dP/dt=-k(F(t))\,P$ with $P(0)=1$, so

$$P=e^{-u},\qquad u=\int_0^t k(F(t'))\,dt' .$$

I call $u$ the damage. The site is defective with probability $q=1-e^{-u}$. On a linear ramp $F=Rt$ we have $dt=dF/R$, and therefore

$$u=\frac{K(F)}{R},\qquad K(F)=\int_0^F k(F')\,dF' .$$

A column has failed with probability $q^m$, because its $m$ sites are independent. The device survives if every column survives:

$$S=(1-q^m)^N .$$

This is the weakest-link law. To simplify it, take the logarithm and expand for small $q^m$ and small $u$:

$$\ln S=N\ln(1-q^m)\approx -Nq^m,\qquad q^m=\left(u-\tfrac{u^2}{2}+\dots\right)^m\approx u^m\left(1-\tfrac{mu}{2}\right).$$

If $mu\ll1$, the last bracket can be replaced by 1, and

$$S\approx e^{-Nu^m}.$$

This is a Weibull law in the damage, with shape parameter $m$. It suits devices with very many columns and few sites per column: one column then fails while the typical site is still very unlikely to be defective. With $10^8$ columns and $m=3$, only about 0.2 % of the sites are defective when half of the devices have failed. With $m=10$ it is already 15 %, and the full law is needed.

### The measured field as a quantile

Let $F_p$ be the field at which a fraction $p$ of the devices has failed. Then $S=1-p$. With $w=-\ln(1-p)$, the survival law gives $Nu_p^m=w$, so

$$u_p=\left(\frac{w}{N}\right)^{1/m},\qquad K(F_p)=R\,u_p .$$

Since $k>0$, $K$ increases with field. Hence $F_p$ rises with the ramp rate, rises with the failure fraction and falls with the area. No particular form of $k(F)$ was needed.

The physical reasons differ. A faster ramp leaves less time for damage at each field, so it reaches a higher field before the same damage has accumulated. A larger area contains more columns, so the earliest failure among them comes sooner. The large device needs no poorer material for this: its columns are statistically the same as those of the small one.

Area and percentile enter through the single ratio $w/N$. A low percentile of small devices therefore carries the same information as a higher percentile of large ones.

To find the sizes of the three effects, take the logarithm of $K(F_p)=Ru_p$:

$$\ln K(F_p)=\ln R+\frac1m\ln w-\frac1m\ln N .$$

The differential of the left side is $(k/K)\,dF_p$, because $K'=k$. At fixed $a$, $d\ln N=d\ln A$. Changing one quantity at a time gives

$$\frac{\partial F_p}{\partial\ln R}=\frac Kk,\qquad
\frac{\partial F_p}{\partial\ln A}=-\frac1m\frac Kk,\qquad
\frac{\partial F_p}{\partial\ln w}=\frac1m\frac Kk ,$$

with $K/k$ taken at $F_p$. The ratio of the area slope to the ramp slope is $-1/m$, whatever the field dependence of the rate. You can thus measure $m$ without first deciding on a law for $k(F)$, as long as the damage at breakdown is small and both slopes are taken at the same area, ramp rate and failure fraction. What the ratio really gives is the Weibull shape parameter in the damage. It equals the number of sites only because $q\approx u$ in this model. If defects accumulate sublinearly, $q\approx u^\alpha$ with $\alpha<1$, then $S\approx e^{-Nu^{m\alpha}}$ and the same measurement returns $m\alpha$.

### Your two measurements, with numbers

I now take an exponential rate, $k=k_0e^{\gamma F}$, with round parameters that stand for no particular material: $\gamma=5$ cm/MV, $k_0=2\times10^{-16}$ s⁻¹, $m=3$ and $a=1$ nm² $=10^{-6}$ µm². Fields are in MV/cm, the customary unit here. Integration gives

$$K(F)=\frac{k_0}{\gamma}\left(e^{\gamma F}-1\right).$$

Setting this equal to $Ru_p$ and solving for the field,

$$F_p=\frac1\gamma\ln\left(1+\frac{\gamma R\,u_p}{k_0}\right)\approx\frac1\gamma\ln\frac{\gamma R\,u_p}{k_0}.$$

The 1 can be dropped because the other term is above $10^9$ in both cases below.

**Test A: 100 µm², 10 MV/cm per second, median.** Here $N=100/10^{-6}=10^8$ and $w=\ln2=0.693$, so

$$u_p=(0.693\times10^{-8})^{1/3}=1.907\times10^{-3},$$

$$F_p=\frac15\ln\frac{5\times10\times1.907\times10^{-3}}{2\times10^{-16}}=\frac{33.80}{5}=6.76\ \text{MV/cm}.$$

**Test B: 10⁶ µm², 0.01 MV/cm per second, 1 % failed.** Now $N=10^{12}$ and $w=-\ln0.99=0.01005$, so

$$u_p=(0.01005\times10^{-12})^{1/3}=2.158\times10^{-5},$$

$$F_p=\frac15\ln\frac{5\times0.01\times2.158\times10^{-5}}{2\times10^{-16}}=\frac{22.41}{5}=4.48\ \text{MV/cm}.$$

In SI units these are $6.76\times10^8$ and $4.48\times10^8$ V/m, for one and the same film. The logarithm splits the difference into three parts:

- Area, four decades larger: $-4\ln10/(m\gamma)=-9.21/15=-0.614$ MV/cm.
- Ramp, three decades slower: $-3\ln10/\gamma=-6.91/5=-1.382$ MV/cm.
- Percentile, from the median to 1 %: $\ln(0.01005/0.693)/(m\gamma)=-4.23/15=-0.282$ MV/cm.

They add up to $-2.278$ MV/cm. The ramp has the largest effect although it changes by fewer decades than the area, because a decade of area counts only $1/m$ as much as a decade of ramp rate.

The ratio $w/N$ gives another reading of test B. Its value is $1.005\times10^{-14}$. On the small capacitors, with $N=10^8$, the same ratio means $w\approx10^{-6}$. At a given ramp rate, the 1 % point of the large capacitors is therefore the one-in-a-million point of the small ones. A few dozen small capacitors cannot show that part of the distribution directly.

### Why the small scatter misleads

Keep $A$ and $R$ fixed and look at the whole distribution. With $u\approx k_0e^{\gamma F}/(\gamma R)$, define $F_*$ as the field at which $Nu^m=1$. Since $u^m$ is proportional to $e^{m\gamma F}$,

$$S(F)=\exp\left[-e^{m\gamma(F-F_*)}\right].$$

This is a Gumbel distribution of the minimum type. To find its mean and width, let $X=e^{m\gamma(F-F_*)}$, evaluated at the random breakdown field. The probability that $X$ exceeds $x$ is $e^{-x}$, so $X$ has the density $e^{-x}$, and

$$\langle X^s\rangle=\int_0^\infty x^s e^{-x}dx=\Gamma(1+s).$$

But $X^s=e^{s\ln X}$, so $\ln\Gamma(1+s)$ generates the cumulants of $\ln X$. Its expansion is

$$\ln\Gamma(1+s)=-Cs+\frac{\pi^2}{12}s^2+\dots,\qquad C=0.577 .$$

The coefficient of $s$ is the mean, and that of $s^2/2$ is the variance. So $\ln X$ has mean $-C$ and variance $\pi^2/6$. Dividing by $m\gamma$ to return to the field,

$$\langle F\rangle=F_*-\frac{C}{m\gamma},\qquad \sigma_F=\frac{\pi}{\sqrt6\,m\gamma}=\frac{1.283}{15}=0.0855\ \text{MV/cm}.$$

The area and the ramp rate enter $F_*$ but not $\sigma_F$. For the exponential law they move the distribution along the field axis without changing its width. For other rate laws the width changes somewhat: the power law with $n=40$ used below gives about 0.059 and 0.046 MV/cm under the conditions of tests A and B. The mean is 6.75 MV/cm under the conditions of test A and 4.75 MV/cm under those of test B, and in both cases the scatter is about 0.09 MV/cm. Each of you sees a reproducible number, and the two numbers differ by 2 MV/cm even when means are compared with means. The rest of the 2.28 MV/cm comes from quoting different percentiles.

More samples do not help. They reduce the statistical error of the mean, but that mean still belongs to the chosen area and ramp rate.

The intrinsic scatter even predicts the area effect, provided nothing else adds to it. A random error of 1 % in the field of each device, for instance from thickness variation, would already raise the scatter of test A from 0.086 to 0.109 MV/cm. Combining $\sigma_F$ with the area slope $-1/(m\gamma)$ gives

$$\frac{\partial F_p}{\partial\ln A}=-\frac{\sqrt6}{\pi}\,\sigma_F=-0.78\,\sigma_F .$$

This is a small shift per unit of $\ln A$, but four decades of area are 9.21 such units, or about seven standard deviations.

### When would one number be enough?

Try a power law, $k=k_1(F/F_0)^n$. Integrating it gives

$$K=\frac{k_1F_0}{n+1}\left(\frac F{F_0}\right)^{n+1},\qquad
F_p=F_0\left[\frac{(n+1)R\,u_p}{k_1F_0}\right]^{1/(n+1)} .$$

In the ratio of two measurements the common factors cancel:

$$\ln\frac{F_A}{F_B}=\frac1{n+1}\ln\frac{R_Au_A}{R_Bu_B}.$$

The damages $u_A$ and $u_B$ are those found above, since $u_p$ depends on $w$, $N$ and $m$ but not on the rate law. The logarithm on the right is

$$\ln\frac{10\times1.907\times10^{-3}}{0.01\times2.158\times10^{-5}}=11.4 .$$

With $F_0=6$ MV/cm and $k_1=1$ s⁻¹, the formula for $F_p$ gives 5.71 and 4.32 MV/cm for tests A and B if $n=40$, but 6.00 and 5.84 MV/cm if $n=400$. As $n\to\infty$ at fixed test conditions, both tend to $F_0$. The rate is then negligible below $F_0$ and enormous above it, and the film has a sharp threshold. Within this family of rate laws, that is the limit in which "the breakdown field" is one number.

A larger $m$ is not a substitute. As long as $mu_p\ll1$, it weakens the dependence on area and percentile, but for the exponential law the ramp slope stays at $1/\gamma$.

### Very small devices

The Weibull form needs small damage at breakdown. With few columns that fails, and the full law $S=(1-q^m)^N$ must be solved. Setting $S=1-p$ and undoing the steps one by one,

$$q_p=\left[1-(1-p)^{1/N}\right]^{1/m},\qquad u_p=-\ln(1-q_p).$$

For the exponential film at $R=1$ MV/cm per second, this gives a median of 7.364 MV/cm for $N=20$ and 7.241 MV/cm for $N=100$. The shift is 0.123 MV/cm, while the Weibull form predicts $\ln5/(m\gamma)=0.107$ MV/cm. The area effect is still there, and here it is larger than the simple formula says.

The reason is the step from $q$ to $u$. For large $N$, $q_p^m\approx w/N$, so $\ln q_p$ changes by $-1/m$ per unit of $\ln N$. For small $u$, $\ln q\approx\ln u-u/2$, hence $d\ln q\approx(1-u/2)\,d\ln u$. The damage must therefore change by the larger amount

$$\frac{d\ln u_p}{d\ln N}\approx-\frac1m\left(1+\frac{u_p}2\right).$$

This form holds for $m\ge2$: the step $q_p^m\approx w/N$ drops a term of relative size $w/(2N)\approx u_p^m/2$, and for $m=1$ that term cancels the correction, since the Weibull form is then exact. For tests A and B, $u_p/2$ is below 0.001 and the correction does not matter. The ramp slope is unaffected even for $N=20$, because $u_p$ does not contain $R$: raising the ramp rate to 10 MV/cm per second moves the median from 7.364 to 7.825 MV/cm, which is $\ln10/\gamma=0.461$ MV/cm.

### What to report, and what belongs to the film

Quote the field together with the area, the ramp rate and the failure fraction. In this model the film itself is described by the rate law $k(F)$, the number $m$ and the column area $a$. Even these hold for a given thickness, temperature, polarity and process. Ramp tests at small damage do not give all of these separately. For the exponential law,

$$Nu^m=A\,\frac{k_0^m}{a}\left(\frac{e^{\gamma F}}{\gamma R}\right)^m,$$

so the data fix $\gamma$, $m$ and the combination $k_0^m/a$, but not $k_0$ and $a$ individually. Once $\gamma$ and $m$ are known, the combination follows from any one measured $F_p$, by setting this expression equal to $w$. That is enough to convert between areas, ramp rates and percentiles. To find $\gamma$ and $m$ and to compare your data:

1. Measure one area at several ramp rates. If $F_p$ is linear in $\ln R$, the exponential law fits over that range and the slope is $1/\gamma$. This does not single the law out. For the capacitors of test A, the power law with $n=40$ stays within 0.01 MV/cm of a straight line from 0.01 to 10 MV/cm per second, and an exponential fit to it gives a ten-year median field of 2.6 MV/cm where the power law gives 3.1 MV/cm.
2. Measure several areas at one ramp rate. If the damage at breakdown is small, minus the ramp slope divided by the area slope is $m$. Otherwise it comes out lower, about 2.5 for $m=3$, $N=20$ and 9.2 for $m=10$, $N=10^8$. If the plot in step 1 is curved, take both slopes locally, at the same test conditions.
3. If the exponential law fits and the damage at breakdown is small, compare the observed scatter with $\pi/(\sqrt6\,m\gamma)$. A clear mismatch then means that some assumption of the model fails or that the measurement adds scatter of its own. Agreement supports weakest-link scaling, but not the reading of $m$ as a number of sites, because sublinear defect generation changes the area slope and the scatter by the same factor.
4. Convert both data sets to the same area, ramp rate and percentile. If they then agree, there was no conflict.

The same damage variable connects a ramp to a constant field. On the ramp, $u\approx k(F_p)/(\gamma R)$, which is the damage done by holding the final field for a time $1/(\gamma R)$. In test A this is $1/(5\times10)=0.02$ s. A ramp value of 6.76 MV/cm thus describes what the film withstands for about 20 milliseconds.

For a hold of duration $t$, the condition is $k(F)\,t=u_p$. Ten years are $3.156\times10^8$ s, and for the capacitors of test A

$$F=\frac1\gamma\ln\frac{u_p}{k_0t}=\frac15\ln\frac{1.907\times10^{-3}}{2\times10^{-16}\times3.156\times10^8}=2.06\ \text{MV/cm}.$$

Half of the capacitors would have failed by then, so this is not a safe operating field. A larger total area or a smaller permitted failure fraction lowers it further. It also relies on the exponential law far below the fields of the ramp test, where another law that fits the same ramp data could give a different answer.

Real data can depart from the model. Weak spots present from the start add a second population of failures, and defects that cluster or share a common cause break the independence behind the product $(1-q^m)^N$. Series resistance makes the field in the film smaller than the applied voltage suggests, and heating changes $k$ during the ramp. Check for these before you put the whole difference between your results down to weakest-link statistics.

All numerical values are calculated from the stated model.
